# Long-range phonon potentials in silicon: zero Born charge, nonzero dynamical quadrupole, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. The crystal has the diamond structure: an fcc lattice \(\{\mathbf R\}\) with cube edge \(a\), cell volume \(\Omega=a^3/4\), and two atoms at \(\boldsymbol\tau_1=-\boldsymbol\tau\), \(\boldsymbol\tau_2=+\boldsymbol\tau\), with \(\boldsymbol\tau=(a/8)(1,1,1)\). The origin is a bond centre, and one bond of atom 1 points along \((1,1,1)\). The crystal is a non-magnetic insulator, and the electrons respond statically and linearly in a self-consistent mean field.

A phonon displaces atom \(\kappa\) of cell \(\mathbf R\) by \(\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\). Every induced quantity then has the form \(\sum_{\mathbf G}A(\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\), and its \(\mathbf G=0\) component is called macroscopic. Two responses are distinguished. The full response keeps the whole Coulomb interaction. The short-circuit response, marked by a bar, omits the \(\mathbf G=0\) Coulomb term \(w=4\pi/q^2\), both in the potential of the ions and between the electrons.

Let \(\bar\rho_{\kappa\alpha}(\mathbf q)\) be the macroscopic short-circuit charge, ions plus electrons, per unit displacement of sublattice \(\kappa\) along \(\alpha\). It is assumed analytic at \(\mathbf q=0\), being the transform of a localized charge \(f_{\kappa\alpha}(\mathbf s)\) induced around one displaced atom, \(\mathbf s\) being measured from that atom. The lattice identity \(\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}f(\mathbf r-\mathbf R)=\Omega^{-1}\sum_{\mathbf G}\tilde f(\mathbf q+\mathbf G)e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\), with \(\tilde f(\mathbf K)=\int f e^{-i\mathbf K\cdot\mathbf s}d^3s\), gives \(\bar\rho=\tilde f(\mathbf q)/\Omega\); the shift by \(\boldsymbol\tau_\kappa\) contributes \(e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_\kappa}\), which cancels the phase \(e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\) at \(\mathbf G=0\). Expanding the exponential, with \(\int f=0\) by charge conservation and \((-i)^2/2=-\tfrac12\),

\[
\bar\rho_{\kappa\alpha}(\mathbf q)=\frac1\Omega\Big[-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12 q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+O(q^3)\Big],\tag{1}
\]
\[
Z_{\kappa,\beta\alpha}=\int f_{\kappa\alpha}s_\beta\,d^3s,\qquad Q_{\kappa\alpha}^{\beta\gamma}=\int f_{\kappa\alpha}s_\beta s_\gamma\,d^3s .
\]

\(Z\) is the Born effective charge and \(Q\) the dynamical quadrupole. A real displacement induces a real \(f\), so both are real: \(Z\) is read from the imaginary part of \(\bar\rho\) and \(Q\) from the real part. The macroscopic electrostatic potential of the full response is \(\phi=4\pi\rho/q^2\), with \(\rho\) the full macroscopic charge; an electron has energy \(-\phi\) in it. The belief under examination is that \(Z=0\) implies \(\phi\to0\) as \(\mathbf q\to0\), so that a phonon in silicon carries no long-range electrostatics.

## A counter-example

The model is silicon-like and is not a prediction for silicon. Each ion has valence \(Z_{\rm ion}=4\) and acts on electrons through a local potential of Appelbaum–Hamann form,
\[
v(r)=-Z_{\rm ion}\,\frac{\operatorname{erf}(\sqrt{\eta}\,r)}{r}+(v_1+v_2r^2)e^{-\eta r^2},
\]
with \(\eta=0.6\) bohr\(^{-2}\) (alpha in the program), \(v_1=3.0\) Ha and \(v_2=-1.4\) Ha/bohr\(^2\), rounded from the published silicon values, and \(a=10.25\) bohr, \(\Omega=269.223\) bohr\(^3\). The ground state is self-consistent LDA (Slater exchange, VWN correlation) with 113 plane waves, 259 Fourier components of density and potential, and a cubic-symmetric grid of 256 \(\mathbf k\) points. The gap, taken over \(\Gamma\)–X and L, is 0.044 Ha, positive as an insulator requires; the other high-symmetry lines give no smaller value, and a basis of 170 to 270 plane waves lowers it to 0.040 Ha.

Moving an atom by \(\mathbf u\) changes its potential by \(-\mathbf u\cdot\nabla v\). The lattice identity, with \(\mathbf K=\mathbf q+\mathbf G\), turns this into
\[
V_{\kappa\alpha}(\mathbf G)=-\frac{iK_\alpha}{\Omega}\,\tilde v(K)\,e^{-i\mathbf G\cdot\boldsymbol\tau_\kappa}.
\]
First-order perturbation theory for the occupied states gives the independent-particle response
\[
\chi^0_{\mathbf G\mathbf G'}=\frac{4}{N_k\Omega}\sum_{\mathbf k vc}\frac{M_{\mathbf G}M^*_{\mathbf G'}}{\epsilon_{v,\mathbf k-\mathbf q/2}-\epsilon_{c,\mathbf k+\mathbf q/2}},\qquad M_{\mathbf G}=\langle v,\mathbf k-\tfrac{\mathbf q}2|e^{-i\mathbf K\cdot\mathbf r}|c,\mathbf k+\tfrac{\mathbf q}2\rangle .
\]
One factor 2 is spin. The other counts the terms with the conduction state at \(\mathbf k-\mathbf q/2\): since \(\psi_{\mathbf k}^*=\psi_{-\mathbf k}\), each equals the written term at \(-\mathbf k\). The induced electron density solves
\[
n=\chi^0\,(V+\mathcal K n),\qquad \mathcal K_{\mathbf G\mathbf G'}=\frac{4\pi}{|\mathbf q+\mathbf G|^2}\delta_{\mathbf G\mathbf G'}+f_{xc}(\mathbf G-\mathbf G'),\tag{2}
\]
and \(\rho=\rho^{\rm ion}-n_0\), where the displaced Gaussian ion charge gives \(\rho^{\rm ion}_\alpha=-iq_\alpha Z_{\rm ion}e^{-q^2/4\eta}/\Omega\). Equation (2) is solved as a linear system at finite \(\mathbf q\), with no long-wave expansion.

The short-circuit solution at \(q_0=0.005\) bohr\(^{-1}\) along \([111]\) gives, from its imaginary part, \(Z_1=Z_2=-0.040\,e\): the electrons contribute \(-4.040\,e\) against the ionic \(+4\,e\). The residue is 1% of the ionic charge and was \(-0.88\,e\) with 32 \(\mathbf k\) points, so most of it is a sampling error; with 864 and 2048 points it is \(+0.008\,e\) and \(+0.012\,e\), levelling near \(0.01\,e\) in this basis without reaching zero. Being equal on the two atoms, it drops out of the optical pattern \(\mathbf u_1=-\mathbf u_2=u\,\mathbf e\).

The full solution for the longitudinal optical pattern along \([111]\) gives
\[
\phi/u=-0.07043\ \text{Ha}/(e\,\text{bohr})\ \text{at }q_0,\qquad -0.07042\ \text{Ha}/(e\,\text{bohr})\ \text{at }2q_0 .
\]
Halving \(q\) does not reduce \(\phi\). Along \([100]\) the same solution gives zero for all three polarizations, below \(2\times10^{-6}\) of the \([111]\) LO value. For \(\mathbf e=\hat{\mathbf z}\) the limit is therefore \(0\) along \([100]\), \(-0.061\) along \([110]\) and \(-0.041\) Ha/(\(e\) bohr) along \([111]\). A function whose limit depends on the direction of approach is not analytic at \(\mathbf q=0\), and it cannot be the transform of a short-ranged potential. The real part of the short-circuit charge identifies the source: \(Q_1=+14.170\) and \(Q_2=-14.170\) \(e\) bohr for the \(xyz\) component.

## The general statement

For a diamond-structure insulator under the assumptions above, with \(\hat{\mathbf n}=\mathbf q/q\) and \(\mathbf F=(n_yn_z,\,n_zn_x,\,n_xn_y)\):

1. \(Z_{\kappa,\beta\alpha}=0\), while \(Q_{1\alpha}^{\beta\gamma}=-Q_{2\alpha}^{\beta\gamma}=Q\,|\epsilon_{\alpha\beta\gamma}|\), with one number \(Q\) that the space group leaves free.
2. The optical pattern produces \(\phi\to-8\pi Q\,(\mathbf e\cdot\mathbf F)\,u/(\Omega\varepsilon)\) as \(q\to0\), and a macroscopic field of order \(q\).
3. One displaced atom produces a potential falling as \(r^{-3}\).
4. The macroscopic Coulomb term adds to the force constants a non-analytic part of order \(q^2\), falling as \(r^{-5}\), and no LO–TO splitting at \(\Gamma\).

Thus \(Z=0\) does remove the macroscopic field and the splitting in the limit \(q\to0\), but it does not remove the potential when \(Q\neq0\), and there the belief fails.

## Proof

### Symmetry of the moments

Let a space-group operation with orthogonal point part \(S\) carry atom \(\kappa\) to atom \(\kappa'\). It carries the crystal with \(\kappa\) displaced by \(\mathbf u\) into the crystal with \(\kappa'\) displaced by \(S\mathbf u\), so \(f_{\kappa'}(S\mathbf s;S\mathbf u)=f_\kappa(\mathbf s;\mathbf u)\). Changing the integration variable to \(\mathbf s'=S\mathbf s\), with unit Jacobian, puts one factor \(S\) on each moment index, and orthogonality moves the factor acting on \(\mathbf u\) to the same side:
\[
Z_{\kappa',\beta\alpha}=S_{\beta\beta'}S_{\alpha\alpha'}Z_{\kappa,\beta'\alpha'},\qquad Q_{\kappa'\alpha}^{\beta\gamma}=S_{\alpha\alpha'}S_{\beta\beta'}S_{\gamma\gamma'}Q_{\kappa\alpha'}^{\beta'\gamma'} .
\]

Seen from atom 1, the crystal is the lattice plus the lattice shifted by \(\mathbf d=(a/4)(1,1,1)\). A cubic operation \(S\) about atom 1 is a symmetry when \(S\mathbf d-\mathbf d\) is a lattice vector. Permutations of \(x,y,z\) leave \(\mathbf d\) fixed. The rotation \(\operatorname{diag}(1,-1,-1)\) gives \(S\mathbf d-\mathbf d=-(a/2)(0,1,1)\), an fcc vector, and likewise for its two partners. These operations generate \(T_d\).

Let a component carry the indices \(x,y,z\) respectively \(m_x,m_y,m_z\) times. Under \(\operatorname{diag}(1,-1,-1)\) it is multiplied by \((-1)^{m_y+m_z}\), so it survives if \(m_y+m_z\) is even, and the partners require the same of \(m_z+m_x\) and \(m_x+m_y\). For rank 2 the total is even, so each \(m\) is even: \(xx,yy,zz\) survive, the permutations make them equal, and \(Z_{\kappa,\beta\alpha}=Z_\kappa\delta_{\beta\alpha}\). For rank 3 the total is odd, so each \(m\) is odd, which forces \(m_x=m_y=m_z=1\). The six surviving components are made equal by the permutations: \(Q_{\kappa\alpha}^{\beta\gamma}=Q_\kappa|\epsilon_{\alpha\beta\gamma}|\).

Inversion through the bond centre has \(S=-1\) and exchanges the atoms. It supplies \((-1)^2\) for \(Z\) and \((-1)^3\) for \(Q\):
\[
Z_2=Z_1,\qquad Q_2=-Q_1 .
\]
The remaining operations are products of these, so they add no condition; projection over all 48 operations in the program finds one invariant tensor of each rank, with these ratios.

### Neutrality

Translate a large neutral sample with insulating surfaces rigidly by \(\mathbf u\). Its dipole changes by the total charge times \(\mathbf u\), which is zero. The translation creates no macroscopic field inside, so each of the \(N\) interior cells responds under short-circuit conditions and contributes \((Z_1+Z_2)\mathbf u\), while the surface layers contribute in proportion to \(N^{2/3}\). The sum vanishes for every large \(N\), hence \(Z_1+Z_2=0\). With \(Z_1=Z_2\) this gives \(Z_1=Z_2=0\). The vanishing of \(Z\) needs inversion and neutrality together, and for \(Q\) inversion already makes the sum over atoms zero without fixing each term. Symmetry does not prove \(Q\ne0\); the model shows a case where it is not zero.

With \(Z=0\), \(Q\) does not depend on the point about which the moment is taken: replacing \(s_\beta\) by \(s_\beta-c_\beta\) adds \(-c_\beta\int fs_\gamma-c_\gamma\int fs_\beta+c_\beta c_\gamma\int f=0\).

A control breaks inversion by giving the ions charges 3.5 and 4.5. It yields \(Z_1=0.77\,e\), \(Z_2=-0.84\,e\), whose sum \(-0.07\,e\) is of the size of the residue found before, and \(Q_1=14.7\), \(Q_2=-11.7\), with sum \(2.9\) \(e\) bohr. Neutrality survives and both inversion relations fail.

### Restoring the macroscopic Coulomb term

Let \(e_0\) be the unit vector for \(\mathbf G=0\). Split \(\mathcal K=\bar{\mathcal K}+w\,e_0e_0^{T}\) and \(V=\bar V-w\rho^{\rm ion}e_0\), the last term being the energy of an electron in the macroscopic potential of the ions. The two \(w\) terms in (2) combine to \(-w(\rho^{\rm ion}-n_0)e_0=-\phi\,e_0\), so \(n=\chi^0(\bar V-\phi e_0+\bar{\mathcal K}n)\). Solving for \(n\),
\[
n=\bar\chi\,(\bar V-\phi\,e_0),\qquad\bar\chi=(1-\chi^0\bar{\mathcal K})^{-1}\chi^0 .\tag{3}
\]
The short-circuit density is \(\bar n=\bar\chi\bar V\), so \(n_0=\bar n_0-\bar\chi_{00}\phi\) and \(\rho=\bar\rho+\bar\chi_{00}\phi\). Inserting this in \(\phi=w\rho\) and collecting \(\phi\),
\[
\phi=\frac{4\pi\bar\rho}{q^2\,\varepsilon(\mathbf q)},\qquad\varepsilon(\mathbf q)=1-\frac{4\pi\bar\chi_{00}}{q^2}.\tag{4}
\]
In an insulator \(M_0=\langle v|c\rangle=0\) at \(\mathbf q=0\), so \(M_0=O(q)\), the row and column \(\mathbf G=0\) of \(\chi^0\) and \(\bar\chi\) are \(O(q)\), and \(\bar\chi_{00}=O(q^2)\). Its quadratic coefficient is a rank-2 tensor, isotropic by the argument used for \(Z\), so \(\varepsilon(\mathbf q)\) tends to one number \(\varepsilon\). The same scaling shows that \(Q\) is insensitive to how the short-range part of \(\bar V_0\) is chosen: that part is \(O(q)\) and induces a charge \(O(q^3)\). With mobile carriers \(\bar\chi_{00}\) tends to a nonzero constant, \(\varepsilon(\mathbf q)\) diverges as \(q^{-2}\), and the statements below do not apply.

Symmetry and neutrality give \(Z_1=Z_2=0\) but leave a quadrupole \(Q_1=-Q_2\) free, and (4) gives the macroscopic potential in terms of the short-circuit charge. It remains to derive from these the potential of the optical pattern, its real-space tail and the force constants, and to estimate the size of the effect.

Numbers in the example were calculated in double precision.
